# Landau quantization and the nondegenerate effective density of states: verification in Python

```python
"""
Result under test: in a magnetic field B the nondegenerate effective density
of states N_c of an isotropic parabolic band, referred to the ZERO-FIELD band
edge, is multiplied by u/sinh(u), u = hbar*omega_c/(2kT), omega_c = eB/m.
Symbols: m band mass, T temperature, eta = (mu - E_c)/kT, N_D and N_A donor
and acceptor densities, E_D donor depth below the zero-field edge,
K = n(n+N_A)/(N_D-N_A-n) freeze-out constant. Spin splitting is omitted in
the factor itself and is examined separately.
Example: rough parameters in the regime of lightly doped n-type germanium.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize
from scipy.special import expit, i0e

e, h, hbar, kB, m0 = sc.e, sc.h, sc.hbar, sc.k, sc.m_e
bohr = sc.physical_constants["Bohr radius"][0]
mu_B = sc.physical_constants["Bohr magneton"][0]
rydberg_meV = 1e3 * sc.physical_constants["Rydberg constant times hc in eV"][0]
meV = 1e-3 * e

# Chosen inputs (rough typical values)
valleys, mass_rel, eps_rel = 4, 0.22, 16.0
T, B = 10.0, 3.0
N_D, N_A = 1e14, 1e13                 # cm^-3
mt_rel, ml_rel = 0.08, 1.6            # ellipsoidal valley masses
mobility_cm2 = 1e5                    # cm^2/Vs
gap_eV, valley_orbit_meV, g_factor = 0.8, 3.0, 2.0
m = mass_rel * m0
kT = kB * T


def half_ratio(mass, field, temp):
    return hbar * e * field / (2 * mass * kB * temp)


def factor(u):
    return u / np.sinh(u)


def band_density(mass, temp):
    """Zero-field effective density of states in m^-3."""
    return 2 * valleys * (2 * np.pi * mass * kB * temp / h**2) ** 1.5


def landau_density(eta, m_cyc, m_long, field, temp, spin=0.0, fermi=False):
    """Explicit sum over levels, spins and k_z, in m^-3."""
    u = half_ratio(m_cyc, field, temp)
    level_energy = 2 * u * (np.arange(int(25 / u) + 20) + 0.5)
    x = np.linspace(-9, 9, 601)
    energy = level_energy[:, None] + x[None, :] ** 2
    total = 0.0
    for s in (-spin, spin):
        arg = eta - energy - s
        total += np.sum(expit(arg) if fermi else np.exp(arg))
    dk = np.sqrt(2 * m_long * kB * temp) / hbar * (x[1] - x[0])
    return valleys * e * field / h * total * dk / (2 * np.pi)


# Test: zero-field density of states by integration over k
k_unit = np.sqrt(2 * m * kT) / hbar
radial = quad(lambda x: x**2 * np.exp(-x**2), 0, 12)[0]
direct_Nc = 2 * valleys * 4 * np.pi * k_unit**3 * radial / (2 * np.pi) ** 3
assert abs(direct_Nc / band_density(m, T) - 1) < 1e-8


# Test: charged particle on a lattice with one flux quantum per q cells.
# Neither Landau energies nor their degeneracy are put in.
def lattice_ratio(u, q):
    hop_over_kT = u * q / (2 * np.pi)
    ham = np.diag(-2 * np.cos(2 * np.pi * np.arange(q) / q))
    idx = np.arange(q)
    ham[idx, (idx + 1) % q] -= 1
    ham[(idx + 1) % q, idx] -= 1
    energies = np.linalg.eigvalsh(ham)
    trace = np.mean(np.exp(-hop_over_kT * (energies + 4)))
    return trace / i0e(2 * hop_over_kT) ** 2


lattice_rows = []
for u_test in (0.6, 1.2, 2.5):
    # lattice error falls as 1/q, so two sizes remove its leading part
    limit = 2 * lattice_ratio(u_test, 400) - lattice_ratio(u_test, 200)
    assert abs(limit / factor(u_test) - 1) < 1e-3
    lattice_rows.append((u_test, limit, factor(u_test)))


# Test: explicit level sums against the factor and its two limits
def summed_ratio(u):
    temp = hbar * e * B / (2 * m * kB * u)
    return landau_density(0.0, m, m, B, temp) / band_density(m, temp)


for u_test in (0.2, 1.0, 3.0):
    assert abs(summed_ratio(u_test) / factor(u_test) - 1) < 1e-9
assert abs((1 - summed_ratio(0.05)) / (0.05**2 / 6) - 1) < 1e-3
assert abs(summed_ratio(8.0) / (16 * np.exp(-8.0)) - 1) < 1e-6

# Example: band and freeze-out
u = half_ratio(m, B, T)
R = factor(u)
Nc = band_density(m, T) * 1e-6
E_D = rydberg_meV * mass_rel / eps_rel**2
K0 = Nc / 2 * np.exp(-E_D * meV / kT)
KB = K0 * R


def frozen_density(K, acceptors):
    b, c = acceptors + K, K * (N_D - acceptors)
    return 2 * c / (b + np.sqrt(b * b + 4 * c))


n0, nB = frozen_density(K0, N_A), frozen_density(KB, N_A)
nocomp0, nocompB = frozen_density(K0, 0.0), frozen_density(KB, 0.0)
low_prefactor = 2 * u / (1 - np.exp(-2 * u))

# Test: neutrality with Fermi occupation, with and without spin splitting
spin = g_factor * mu_B * B / (2 * kT)


def solve_neutrality(s):
    def imbalance(eta):
        n = 1e-6 * landau_density(eta, m, m, B, T, s, True)
        neutral_weight = 2 * np.cosh(s) * np.exp(eta + E_D * meV / kT)
        return np.log((n + N_A) * (1 + neutral_weight) / N_D)
    eta = brentq(imbalance, -40, -5, xtol=1e-13)
    return eta, 1e-6 * landau_density(eta, m, m, B, T, s, True)


eta_B, n_fermi = solve_neutrality(0.0)
n_spin = solve_neutrality(spin)[1]
assert abs(n_fermi / nB - 1) < 2e-5
assert abs(n_spin / nB - 1) < 2e-5
spin_gain = (landau_density(0, m, m, B, T, spin)
             / landau_density(0, m, m, B, T))
assert abs(spin_gain / np.cosh(spin) - 1) < 1e-9
boltz = 1e-6 * landau_density(eta_B, m, m, B, T)
degeneracy_error = 1 - n_fermi / boltz

# Ellipsoidal valleys, B along [001]: cos^2(angle to valley axis) = 1/3
cos2 = 1 / 3
mc_rel = (cos2 / mt_rel**2 + (1 - cos2) / (mt_rel * ml_rel)) ** -0.5
mlong_rel = mt_rel**2 * ml_rel / mc_rel**2
mdos_rel = (mt_rel**2 * ml_rel) ** (1 / 3)
u_c = half_ratio(mc_rel * m0, B, T)
R_c = factor(u_c)

# Test: levels of the tilted ellipsoid by diagonalization (hbar=e=B=m0=1)
size, kz = 200, 0.7
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
Q = (lower + lower.T) / np.sqrt(2)
P = (lower - lower.T) / (1j * np.sqrt(2))
co, si = np.sqrt(cos2), np.sqrt(1 - cos2)
axis = np.array([si, 0, co])
W = np.eye(3) / mt_rel + (1 / ml_rel - 1 / mt_rel) * np.outer(axis, axis)
ham = 0.5 * (W[0, 0] * Q @ Q + W[1, 1] * P @ P
             + 2 * W[0, 2] * kz * Q + W[2, 2] * kz**2 * np.eye(size))
found = np.linalg.eigvalsh(ham)[:6]
expected = (np.arange(6) + 0.5) / mc_rel + kz**2 / (2 * mlong_rel)
assert np.max(np.abs(found / expected - 1)) < 1e-7
ellipsoid_sum = landau_density(0, mc_rel * m0, mlong_rel * m0, B, T)
assert abs(ellipsoid_sum / band_density(mdos_rel * m0, T) / R_c - 1) < 1e-9

# Donor ground state: trial exp(-sqrt((x^2+y^2)/a^2 + z^2/b^2))
nodes, weights = np.polynomial.legendre.leggauss(60)
cosines, weights = (nodes + 1) / 2, weights / 2


def trial_donor(mt, ml):
    """Binding energy in meV and radii a, b in m."""
    def energy(logs):
        a, b = np.exp(logs)
        kinetic = (2 / (mt * a * a) + 1 / (ml * b * b)) / 6
        distance = np.sqrt(a * a * (1 - cosines**2) + (b * cosines) ** 2)
        return 2 * rydberg_meV * (kinetic - np.sum(weights / distance) / eps_rel)
    fit = minimize(energy, np.log([100.0, 50.0]), method="Nelder-Mead",
                   options={"xatol": 1e-8, "fatol": 1e-10, "maxiter": 2000})
    assert fit.success
    a, b = np.exp(fit.x) * bohr
    return -fit.fun, a, b


def diamagnetic_shift(mt, ml, a, b, field_vector):
    """First-order shift in meV, vector potential (B x r)/2."""
    bx, by, bz = field_vector
    cross = np.array([[0, -bz, by], [bz, 0, -bx], [-by, bx, 0]])
    inverse_mass = np.diag([1 / mt, 1 / mt, 1 / ml]) / m0
    moments = np.diag([a * a, a * a, b * b])
    return e**2 / 8 * np.trace(cross.T @ inverse_mass @ cross @ moments) / meV


a_iso = bohr * eps_rel / mass_rel
bind_check, a_check, b_check = trial_donor(mass_rel, mass_rel)
assert abs(bind_check / E_D - 1) < 1e-6
assert abs(a_check / a_iso - 1) < 1e-3 and abs(b_check / a_iso - 1) < 1e-3
shift_iso = diamagnetic_shift(mass_rel, mass_rel, a_iso, a_iso, (0, 0, B))
mean_r2 = quad(lambda r: 4 * r**4 * np.exp(-2 * r), 0, 40)[0] * a_iso**2
direct_shift = e**2 * B**2 / (8 * m) * (2 / 3) * mean_r2 / meV
assert abs(shift_iso / direct_shift - 1) < 1e-7
E_ell, a_ell, b_ell = trial_donor(mt_rel, ml_rel)
shift_ell = diamagnetic_shift(mt_rel, ml_rel, a_ell, b_ell,
                              (B * si, 0, B * co))
gain_iso = np.exp(shift_iso * meV / kT)
gain_ell = np.exp(shift_ell * meV / kT)

# Gaussian level broadening of standard deviation hbar/tau
width = hbar * e / (m * mobility_cm2 * 1e-4)
w = width / kT
broad_gain = np.exp(w * w / 2)
average = quad(lambda x: np.exp(-x * x / 2 - w * x), -10, 10)[0]
assert abs(average / np.sqrt(2 * np.pi) / broad_gain - 1) < 1e-8

# Nonparabolic band E(1+E/gap) = hbar^2 k^2/2m at zero field
alpha = kT / (gap_eV * e)
kane = quad(lambda y: 2 * y * y * np.sqrt(1 + alpha * y * y)
            * (1 + 2 * alpha * y * y) * np.exp(-y * y), 0, 10)[0]
kane_gain = kane / (np.sqrt(np.pi) / 2)
orbit_weight = 1 + 3 * np.exp(-valley_orbit_meV * meV / kT)
overlap = (N_D * 1e6) ** (1 / 3) * a_iso

print(f"Inputs: T = {T:.0f} K, B = {B:.0f} T, valleys = {valleys}")
print(f"Isotropic mass = {mass_rel:.2f} m0, permittivity = {eps_rel:.0f}")
print(f"N_D = {N_D:.1e} cm^-3, N_A = {N_A:.1e} cm^-3")
print(f"kT = {kT/meV:.4f} meV")
print(f"Cyclotron energy = {2*u*kT/meV:.4f} meV")
print(f"u = {u:.4f}, sinh(u) = {np.sinh(u):.4f}")
print(f"Factor u/sinh(u) = {R:.4f}")
print(f"Small-u estimate 1-u^2/6 = {1-u*u/6:.4f}")
print(f"Prefactor from lowest level 2u/(1-exp(-2u)) = {low_prefactor:.4f}")
print(f"Zero-point Boltzmann factor exp(-u) = {np.exp(-u):.4f}")
print(f"N_c at B=0 = {Nc:.4e} cm^-3")
print(f"N_c in field, zero-field edge = {Nc*R:.4e} cm^-3")
print(f"N_c in field, lowest level = {Nc*low_prefactor:.4e} cm^-3")
print(f"Hydrogenic donor energy E_D = {E_D:.3f} meV")
print(f"Donor depth below lowest level = {E_D+u*kT/meV:.3f} meV")
print(f"K at B=0 = {K0:.4e} cm^-3, in field = {KB:.4e} cm^-3")
print(f"n at B=0 = {n0:.4e} cm^-3, in field = {nB:.4e} cm^-3")
print(f"n ratio, compensated = {nB/n0:.4f}")
print(f"N_A=0: n at B=0 = {nocomp0:.4e}, in field = {nocompB:.4e} cm^-3")
print(f"n ratio, N_A=0 = {nocompB/nocomp0:.4f}")
for temp in (5, 10, 20, 77, 300):
    ut = half_ratio(m, B, temp)
    print(f"T = {temp:3d} K: u = {ut:.4f}, factor = {factor(ut):.5f}")
for ut, lat, formula in lattice_rows:
    print(f"Lattice test u = {ut:.1f}: {lat:.5f}, formula {formula:.5f}")
print(f"Neutrality solution, Fermi occupation: n = {n_fermi:.4e} cm^-3")
print(f"Same with spin splitting: n = {n_spin:.4e} cm^-3")
print("Neglected effects (rough parameters):")
print(f"Ellipsoid masses: m_t = {mt_rel:.2f}, m_l = {ml_rel:.1f} m0")
print(f"B along [001]: m_c = {mc_rel:.4f}, m_B = {mlong_rel:.4f} m0")
print(f"Ellipsoid density-of-states mass = {mdos_rel:.4f} m0 per valley")
print(f"Ellipsoid: u_c = {u_c:.4f}, factor = {R_c:.4f}")
print(f"Isotropic donor radius = {a_iso*1e9:.3f} nm")
print(f"Isotropic donor shift = {shift_iso:.4f} meV, K times {gain_iso:.4f}")
print(f"Ellipsoid donor: E = {E_ell:.3f} meV, "
      f"a = {a_ell*1e9:.2f} nm, b = {b_ell*1e9:.2f} nm")
print(f"Ellipsoid donor shift = {shift_ell:.4f} meV, K times {gain_ell:.4f}")
print(f"K(B)/K(0) with donor shift, isotropic = {R*gain_iso:.4f}")
print(f"K(B)/K(0) with donor shift, ellipsoid = {R_c*gain_ell:.4f}")
print(f"Spin splitting, g = {g_factor:.0f}: N_c times {spin_gain:.4f}")
print(f"Degeneracy: relative fall in n at fixed mu = {degeneracy_error:.1e}")
print(f"Mobility = {mobility_cm2:.0e} cm2/Vs: width = {width/meV:.4f} meV")
print(f"Gaussian broadening: N_c times {broad_gain:.5f}")
print(f"Nonparabolicity, gap {gap_eV:.1f} eV: N_c times {kane_gain:.5f}")
print(f"Valley-orbit splitting = {valley_orbit_meV:.1f} meV: "
      f"K divided by {orbit_weight:.4f}")
print(f"Donor overlap N_D^(1/3) a = {overlap:.4f} (dimensionless)")
print("every check passed")
```

Running it gives:

```
Inputs: T = 10 K, B = 3 T, valleys = 4
Isotropic mass = 0.22 m0, permittivity = 16
N_D = 1.0e+14 cm^-3, N_A = 1.0e+13 cm^-3
kT = 0.8617 meV
Cyclotron energy = 1.5786 meV
u = 0.9160, sinh(u) = 1.0495
Factor u/sinh(u) = 0.8727
Small-u estimate 1-u^2/6 = 0.8602
Prefactor from lowest level 2u/(1-exp(-2u)) = 2.1812
Zero-point Boltzmann factor exp(-u) = 0.4001
N_c at B=0 = 6.3035e+16 cm^-3
N_c in field, zero-field edge = 5.5013e+16 cm^-3
N_c in field, lowest level = 1.3749e+17 cm^-3
Hydrogenic donor energy E_D = 11.692 meV
Donor depth below lowest level = 12.482 meV
K at B=0 = 4.0350e+10 cm^-3, in field = 3.5215e+10 cm^-3
n at B=0 = 3.4953e+11 cm^-3, in field = 3.0647e+11 cm^-3
n ratio, compensated = 0.8768
N_A=0: n at B=0 = 1.9887e+12, in field = 1.8590e+12 cm^-3
n ratio, N_A=0 = 0.9348
T =   5 K: u = 1.8319, factor = 0.60203
T =  10 K: u = 0.9160, factor = 0.87274
T =  20 K: u = 0.4580, factor = 0.96588
T =  77 K: u = 0.1190, factor = 0.99765
T = 300 K: u = 0.0305, factor = 0.99984
Lattice test u = 0.6: 0.94243, formula 0.94243
Lattice test u = 1.2: 0.79498, formula 0.79499
Lattice test u = 2.5: 0.41320, formula 0.41321
Neutrality solution, Fermi occupation: n = 3.0647e+11 cm^-3
Same with spin splitting: n = 3.0647e+11 cm^-3
Neglected effects (rough parameters):
Ellipsoid masses: m_t = 0.08, m_l = 1.6 m0
B along [001]: m_c = 0.1321, m_B = 0.5867 m0
Ellipsoid density-of-states mass = 0.2172 m0 per valley
Ellipsoid: u_c = 1.5253, factor = 0.6967
Isotropic donor radius = 3.849 nm
Isotropic donor shift = 0.0266 meV, K times 1.0314
Ellipsoid donor: E = 8.885 meV, a = 6.56 nm, b = 2.30 nm
Ellipsoid donor shift = 0.0832 meV, K times 1.1013
K(B)/K(0) with donor shift, isotropic = 0.9001
K(B)/K(0) with donor shift, ellipsoid = 0.7672
Spin splitting, g = 2: N_c times 1.0204
Degeneracy: relative fall in n at fixed mu = 1.4e-06
Mobility = 1e+05 cm2/Vs: width = 0.0526 meV
Gaussian broadening: N_c times 1.00187
Nonparabolicity, gap 0.8 eV: N_c times 1.00404
Valley-orbit splitting = 3.0 meV: K divided by 1.0923
Donor overlap N_D^(1/3) a = 0.0179 (dimensionless)
every check passed
```
